\section*{Unitary conductance of a blockaded Anderson level from the Friedel sum rule}

\section{What the charging energy misses}

Take a level that holds one electron, with equal tunnel coupling to source and drain. Adding or removing an electron costs $U/2$, several times the level width. Current then seems to need a virtual visit to a forbidden charge state, and the conductance should be of order (width$/U)^2$. With the prefactor derived below, and the numbers used there, lowest-order perturbation theory gives $0.083$ of $2e^2/h$. At zero temperature the estimate is wrong by a factor of twelve: the conductance is $2e^2/h$. The energy cost of the intermediate states does not by itself give the scattering phase of an electron at the Fermi level. The Friedel sum rule supplies that phase from the mean occupation.

\section{Model, assumptions and theorem}

Atomic units are used, with $k_B=1$ in the algebra, so $2e^2/h=1/\pi$. Energies are measured from the Fermi level. The Hamiltonian is
\begin{align}
H={}&\sum_{\alpha k\sigma}\varepsilon_k c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}
+\varepsilon_d\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow\nonumber\\
&+\sum_{\alpha k\sigma}V_\alpha\left(d^\dagger_\sigma c_{\alpha k\sigma}+c^\dagger_{\alpha k\sigma}d_\sigma\right),
\end{align}
with $\alpha=L,R$ and $n_\sigma=d^\dagger_\sigma d_\sigma$; the same symbol $n_\sigma$ also denotes its mean. Each lead has density of states $\rho$ per spin. The full widths are $\Gamma_\alpha=2\pi\rho V_\alpha^2$; also $\Gamma=\Gamma_L+\Gamma_R$ and $\Delta=\Gamma/2$.

\textbf{Assumptions.} (i) The bands are flat and wide, so the leads give the level a self-energy $\sum_{\alpha k}V_\alpha^2/(\omega+i0-\varepsilon_k)=-i\Delta$, which is subtracted in the inverse level function:
\begin{equation}
\mathcal G(\omega)=\frac{1}{\omega-\varepsilon_d-\Sigma(\omega)+i\Delta}.
\label{green}
\end{equation}
(ii) There is no magnetic field, and the ground state is a Fermi liquid connected continuously to $U=0$, so that the diagrammatic properties of $\Sigma$ used below survive at the actual $U$. (iii) The bias tends to zero and $T\to0$ at fixed finite $U$.

\textbf{Theorem.} Under these assumptions, with $n_d=n_\uparrow+n_\downarrow$,
\begin{equation}
G=\frac{2e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\,\sin^2\frac{\pi n_d}{2}.
\label{main}
\end{equation}
For $\Gamma_L=\Gamma_R$ and $n_d=1$ the conductance is $2e^2/h$.

``Singly occupied'' means a mean occupation of one. It does not mean that the charge never fluctuates.

\section{Lemma 1: current through an interacting level}

\textbf{Lemma 1.} With $A=-\mathrm{Im}\,\mathcal G/\pi$ and $f$ the Fermi function,
\begin{equation}
G=\frac1\pi\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\int d\omega\,(-f')\,\pi\Delta A(\omega).
\label{mw}
\end{equation}

\textbf{Proof.} The particle current out of lead $\alpha$ is $I_\alpha=-d\langle N_\alpha\rangle/dt=-i\langle[H,N_\alpha]\rangle$. Since $[d^\dagger c,N_\alpha]=d^\dagger c$ and $[c^\dagger d,N_\alpha]=-c^\dagger d$,
\begin{equation}
I_\alpha=2V_\alpha\,\mathrm{Im}\sum_{k\sigma}\langle d^\dagger_\sigma c_{\alpha k\sigma}\rangle .
\end{equation}
Drop $\alpha,\sigma$ for a moment. The equation $i\dot c_k=\varepsilon_kc_k+Vd$ has the solution
\begin{equation}
c_k(t)=e^{-i\varepsilon_k(t-t_0)}c_k(t_0)-iV\!\int_{t_0}^t\!dt'\,e^{-i\varepsilon_k(t-t')}d(t').
\label{ck}
\end{equation}
In the sum over $k$, $\sum_ke^{-i\varepsilon_k\tau}=2\pi\rho\,\delta(\tau)$. The delta function sits at the end of the integration range and counts half. Hence $\sum_kc_k(t)=\xi(t)-i\pi\rho Vd(t)$, where $\xi$ is the sum of the first terms, and
\begin{equation}
I_\alpha=\sum_\sigma\left[2V_\alpha\,\mathrm{Im}\langle d^\dagger\xi_\alpha\rangle-\Gamma_\alpha n_\sigma\right].
\label{inout}
\end{equation}

At $t_0$ the leads are uncoupled and thermal. For one lead mode with energy $x$ from its chemical potential, the density matrix $R$ obeys $cR=e^{-x/T}Rc$. The cyclic trace then gives $\langle Bc\rangle=e^{-x/T}\langle cB\rangle$ for any operator $B$, so
\begin{equation}
\langle Bc\rangle=f\,\langle\{B,c\}\rangle .
\end{equation}
Put $B=d^\dagger(t)$. Solving (\ref{ck}) for $c_k(t_0)$ and using $\{d^\dagger(t),c_k(t)\}=0$,
\begin{equation}
\{d^\dagger(t),c_k(t_0)\}=iV\!\int_{t_0}^t\!dt'\,e^{i\varepsilon_k(t'-t_0)}\{d^\dagger(t),d(t')\}.
\end{equation}
Let $t_0\to-\infty$ and assume that a steady state is reached. With $g(\tau)=\langle\{d(\tau),d^\dagger(0)\}\rangle$, the average on the right is $g^*(t-t')$, and $\int_0^\infty e^{i\omega\tau}g\,d\tau=i\mathcal G(\omega)$. Therefore
\begin{equation}
\langle d^\dagger\xi\rangle=iV\sum_kf(\varepsilon_k)\,[i\mathcal G(\varepsilon_k)]^*
=V\rho\int d\omega\,f\,\mathcal G^*(\omega).
\end{equation}
Its imaginary part is $\pi\rho V\int fA\,d\omega$, and (\ref{inout}) becomes
\begin{equation}
I_\alpha=\Gamma_\alpha\sum_\sigma\left[\int d\omega\,f_\alpha A_\sigma-n_\sigma\right].
\end{equation}
The interaction has not been approximated. In a steady state $I_L=-I_R$, so $I_L=(\Gamma_RI_L-\Gamma_LI_R)/\Gamma$. This combination removes $n_\sigma$:
\begin{equation}
I_L=\frac{\Gamma_L\Gamma_R}{\Gamma}\sum_\sigma\int d\omega\,(f_L-f_R)A_\sigma .
\end{equation}
For a small bias $b$, $f_L-f_R=(-f')b$. This is already first order in $b$, so the equilibrium $A$ suffices. The spin sum gives 2, and $2\Gamma_L\Gamma_R/\Gamma=(4\Gamma_L\Gamma_R/\Gamma^2)\Delta$, which is (\ref{mw}). $\square$

\section{Lemma 2: no decay at the Fermi level}

\textbf{Lemma 2.} At $T=0$, $\mathrm{Im}\,\Sigma(0)=0$.

\textbf{Proof.} $\mathrm{Im}\,\Sigma(\omega)$ measures decay of an added electron into real excitations of total energy $\omega$. Charge conservation makes their number odd. A single excitation is excluded, because $\Sigma$ contains no diagram that falls apart when one line is cut. At least three remain, for instance two particles and a hole, each with positive energy. The volume available to three positive energies with sum $\omega$ is $\omega^2/2$; with $2m+1$ excitations it is $\omega^{2m}/(2m)!$. All vanish at $\omega=0$. The same count with holes holds for $\omega<0$. The argument applies to each diagram with finite amplitudes, and assumption (ii) carries it to the full $\Sigma$. $\square$

\section{Lemma 3: the Friedel sum rule}

Define the phase $\delta\in(0,\pi)$ by
\begin{equation}
\cot\delta=\frac{\varepsilon_d+\mathrm{Re}\,\Sigma(0)}{\Delta}.
\label{phase}
\end{equation}

\textbf{Lemma 3.} At $T=0$, $n_\sigma=\delta/\pi$.

\textbf{Proof.} The occupation is $n_\sigma=-(1/\pi)\,\mathrm{Im}\int_{-\infty}^0\mathcal G\,d\omega$. Differentiating the logarithm of (\ref{green}) gives $\partial_\omega\ln\mathcal G^{-1}=\mathcal G(1-\partial_\omega\Sigma)$, hence
\begin{equation}
n_\sigma=-\frac1\pi\Big[\arg\mathcal G^{-1}\Big]_{-\infty}^{0}
-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0\!d\omega\,\mathcal G\,\partial_\omega\Sigma .
\label{split}
\end{equation}
The imaginary part of $\mathcal G^{-1}$ is $\Delta-\mathrm{Im}\,\Sigma>0$, so the argument stays between $0$ and $\pi$. At $-\infty$ it is $\pi$. At $\omega=0$, by Lemma 2 and (\ref{phase}), $\mathcal G^{-1}=\Delta(-\cot\delta+i)$, whose argument is $\pi-\delta$. The first term of (\ref{split}) is therefore $-[(\pi-\delta)-\pi]/\pi=\delta/\pi$.

It remains to show that the last integral vanishes. On the imaginary frequency axis, $\Sigma$ is the functional derivative of $\Phi[\mathcal G]$, the sum of closed diagrams built from full lines without self-energy insertions. The interaction conserves the number of electrons of each spin. Shifting the frequencies of all lines of one spin by the same amount therefore only relabels integration variables and leaves $\Phi$ unchanged. At $T=0$ the frequencies are continuous and the shift may be infinitesimal:
\begin{equation}
0=\int_{-i\infty}^{i\infty}dz\,\Sigma(z)\,\partial_z\mathcal G(z).
\label{shift}
\end{equation}
$\mathcal G$ jumps at $z=0$, because the lead term changes sign there. The jump contributes $\Sigma(0)[\mathcal G(i0^+)-\mathcal G(-i0^+)]$. Integrating by parts on the two half-axes produces the boundary term $\Sigma(0)[\mathcal G(-i0^+)-\mathcal G(i0^+)]$, which cancels it, since $\Sigma$ is continuous at zero by Lemma 2. At infinity $\mathcal G\to0$ and $\Sigma$ stays finite. Thus $\int_{-i\infty}^{i\infty}\mathcal G\,\partial_z\Sigma\,dz=0$.

The integrand falls off as $z^{-3}$. The upper half-axis can be turned, within the upper half-plane, onto the negative real axis, where the functions are the retarded ones. The lower half-axis turns onto the same line with complex-conjugate functions. So
\begin{equation}
0=-\int_{-\infty}^0\!\mathcal G\,\partial_\omega\Sigma\,d\omega
+\Big(\int_{-\infty}^0\!\mathcal G\,\partial_\omega\Sigma\,d\omega\Big)^{\!*}
=-2i\,\mathrm{Im}\int_{-\infty}^0\!\mathcal G\,\partial_\omega\Sigma\,d\omega. \quad\square
\end{equation}

The cancellation was tested off half filling with a self-consistent second-order $\Sigma$, for $U=3\Delta$ and $\varepsilon_d=-0.5\Delta$. The integral divided by $\pi$ is $9\times10^{-6}$, while the same integral over the absolute value of the integrand gives $0.052$. The occupation per spin is $0.3636$ both from the spectral integral and from the phase.

\section{Proof of the theorem}

At $T=0$, $-f'$ is a delta function at $\omega=0$. With $\mathcal G^{-1}(0)=\Delta(-\cot\delta+i)$,
\begin{equation}
\pi\Delta A(0)=-\Delta\,\mathrm{Im}\,\mathcal G(0)=\frac{1}{1+\cot^2\delta}=\sin^2\delta .
\end{equation}
Without a field $n_\sigma=n_d/2$, so $\delta=\pi n_d/2$ by Lemma 3, and Lemma 1 gives (\ref{main}). For $n_d=1$ the phase is $\pi/2$ and the sine is one. For equal widths the prefactor is $4\Gamma_L^2/(2\Gamma_L)^2=1$. $\square$

\textbf{Where $n_d=1$.} Replace $d_\sigma\to d^\dagger_\sigma$ and $c_k\to-c^\dagger_{k'}$ with $\varepsilon_{k'}=-\varepsilon_k$. The tunnelling term is unchanged: the minus sign compensates the reordering of the fermion operators. Because $n_\sigma\to1-n_\sigma$, the level energy $\varepsilon_d$ becomes $-(\varepsilon_d+U)$, up to a constant in $H$. At $\varepsilon_d=-U/2$ the Hamiltonian maps onto itself, so $n_d=2-n_d=1$.

\textbf{The limit $U=0$.} Here $n_d=1$ at $\varepsilon_d=0$, and (\ref{main}) is ordinary resonant tunnelling. The interaction leaves this value of the transmission at the Fermi level intact, but narrows the energy range in which it holds.

\section{How blockade and perfect transmission coexist}

\subsection{The narrow resonance}

At the symmetric point $\varepsilon_d+\mathrm{Re}\,\Sigma(0)=0$. Expanding (\ref{green}) to first order in $\omega$ gives
\begin{equation}
\mathcal G\simeq\frac{z}{\omega+i\tilde\Gamma},\qquad z=\frac{1}{1-\partial_\omega\Sigma(0)},\qquad\tilde\Gamma=z\Delta .
\end{equation}
The height $-\Delta\,\mathrm{Im}\,\mathcal G(0)=1$ does not contain $z$; the width does. For large $U/\Delta$ the charge on the level is nearly frozen while its spin can still exchange with the leads, and $\tilde\Gamma$ becomes the Kondo scale.

\subsection{The other order of limits}

For temperatures far above $\tilde\Gamma$ and far below $U$, the level carries a largely unscreened spin. Thermal activation over the barrier $U/2$ is first order in $\Delta$ but carries a factor $e^{-U/2T}$. It is neglected here, which requires $(\Delta/T)e^{-U/2T}\ll(\Delta/U)^2$. Lowest-order perturbation theory for the virtual processes then gives the leading term. Higher orders bring factors $(\Delta/U)\ln(U/T)$, so the result is accurate only while these are small as well. Let $V_L=V_R=V$ and $\varepsilon_d=-U/2$. Both virtual states, empty and doubly occupied, cost $U/2$, so one path has amplitude of magnitude $a=2V^2/U$. For a level spin up, the transfers from left to right are:
\begin{itemize}
\item Spin up in, spin up out: Pauli exclusion leaves the path through the empty level, $a$.
\item Spin down in and out, level unchanged: the path through double occupancy, $a$.
\item Spin down in, spin up out, level flipped: both paths. They differ in the order of two commuting pairs of operators, so they add to $2a$.
\end{itemize}
The squares sum to $6a^2$, and a level spin down gives the same. The golden rule with an energy window $b$ gives a current $2\pi\rho^2\,6a^2\,b$. Since $\Gamma_L=\Gamma_R=\Delta$ means $\rho V^2=\Delta/2\pi$, one has $\rho a=\Delta/(\pi U)$ and
\begin{equation}
G_{\rm cot}=12\pi\frac{\Delta^2}{\pi^2U^2}=\frac{2e^2}{h}\,\frac{12\Delta^2}{U^2}.
\label{cot}
\end{equation}
This is the conductance through virtual charge states to leading order in $\Delta/U$. The two results belong to different temperature ranges and do not conflict; between them the logarithmic terms raise the conductance gradually as $T$ falls. If $\tilde\Gamma\to0$ as $U$ grows, then at fixed $T$ the level ends in the range of (\ref{cot}), whereas taking $T\to0$ first gives $2e^2/h$ at every finite $U$ for which assumption (ii) holds.

\subsection{Leading corrections at strong coupling}

When charge is frozen, the resonance follows a common shift of both Fermi levels, so the phase there stays $\pi/2$. Let the phase of spin $\sigma$ at energy $\omega$ be $\pi/2+(\omega-\tilde U\,\delta n_{-\sigma})/\tilde\Gamma$, where $\tilde U$ is the residual interaction and $\delta n_{-\sigma}=\tilde\rho\,\mu_{-\sigma}$ the response of a free resonance of half-width $\tilde\Gamma$ to a shift $\mu_{-\sigma}$, with $\tilde\rho=1/(\pi\tilde\Gamma)$. It is not the full change of the occupation $n_{-\sigma}$, which follows from the phases by Lemma 3. For $\mu_\uparrow=\mu_\downarrow=\omega$ the change must vanish, hence $\tilde U\tilde\rho=1$.

A Zeeman energy $h$ is equivalent, in wide bands, to shifts $\pm h/2$ of the two Fermi levels. The phases become
\begin{equation}
\delta_{\uparrow,\downarrow}=\frac\pi2\pm\frac{1}{\tilde\Gamma}\left(\frac h2+\frac h2\right)=\frac\pi2\pm\frac{h}{\tilde\Gamma},
\end{equation}
and each spin transmits $\cos^2(h/\tilde\Gamma)\simeq1-(h/\tilde\Gamma)^2$. The moment $(n_\uparrow-n_\downarrow)/2=h/(\pi\tilde\Gamma)$ is twice that of a non-interacting level of the same width; this factor is the Wilson ratio. Defining $T_K$ by setting the moment equal to $h/(4T_K)$ gives $T_K=\pi\tilde\Gamma/4$.

At finite temperature the golden rule gives a decay term $s=\pi\tilde U^2\tilde\rho^3W$, where $W$ is the thermal phase space. With $B(x)=1/(e^{x/T}-1)$, the integral over one energy at fixed sum $x$ of the two particle energies uses $\int f(\varepsilon)f(x-\varepsilon)\,d\varepsilon=xB(x)$ and the same with $1-f$, equal to $x(1+B)$. Adding decay and its reverse,
\begin{equation}
W=\int dx\,x\,[B(x)+f(x-\omega)]=\frac{\omega^2}{2}+\frac{\pi^2T^2}{3}+\frac{\pi^2T^2}{6}.
\end{equation}
The first term is the $T=0$ value, the second comes from $B$, the third from the smeared edge of $f$. So $s=(\omega^2+\pi^2T^2)/(2\tilde\Gamma)$. The transmission is
\begin{equation}
\frac{\tilde\Gamma(\tilde\Gamma+s)}{\omega^2+(\tilde\Gamma+s)^2}\simeq1-\frac{s}{\tilde\Gamma}-\frac{\omega^2}{\tilde\Gamma^2}.
\end{equation}
The thermal average of $\omega^2$ is $\pi^2T^2/3$. The second term then gives $\tfrac23\pi^2T^2/\tilde\Gamma^2$ and the third $\tfrac13\pi^2T^2/\tilde\Gamma^2$, so for equal widths
\begin{equation}
G\simeq\frac{2e^2}{h}\left[1-\pi^2\left(\frac{T}{\tilde\Gamma}\right)^2\right].
\label{temp}
\end{equation}

\section{A donor level in a short silicon channel}

Take $U=0.030$ eV, $\varepsilon_d=-0.015$ eV and $\Gamma_L=\Gamma_R=\Delta=0.0025$ eV, rough values for one shallow donor between source and drain. Equation (\ref{cot}) gives $12(0.0025/0.030)^2=0.083$. This is an estimate of size: at this coupling the higher orders are not small, thermal activation contributes noticeably from about 40 K upwards, and a finite-temperature renormalization-group calculation gives a conductance between about $0.11$ and $0.125$ of $2e^2/h$ from 20 to 80 K, lowest near 30 K.

The ground state was computed with the numerical renormalization group: the leads become a chain with logarithmically spaced energies, here for a half-bandwidth of $0.60$ eV, diagonalized site by site. Occupations come from the ground state; phases come separately from the energies for adding and removing an electron. At the symmetric point the occupation is $1.000$ and the phase $0.500\pi$, so $G=2e^2/h=77.5\ \mu$S.

Symmetry alone fixes that point, so other level positions test the sum rule harder. At $\varepsilon_d=-0.006$ eV the occupation is $0.829$ by both routes, and $\sin^2(\pi\times0.829/2)=0.93$. At $\varepsilon_d=0$ the two routes give $0.445$ and $0.446$, so $G$ lies between $0.41$ and $0.42$ of $2e^2/h$; a half-bandwidth of 3 eV gives an occupation of $0.444$ and $G=0.41$.

The resonance half-width is $\tilde\Gamma=8.1\times10^{-5}$ eV, so $z=\tilde\Gamma/\Delta=0.032$ and $T_K=0.74$ K. At $0.05$ K, $T/\tilde\Gamma=(\pi/4)(0.05/0.739)=0.053$ and (\ref{temp}) gives $0.972$; averaging the unexpanded transmission gives $0.974$, but that form omits other terms of the same higher order, and the exact half-width quoted below gives $0.971$, so the value is about $0.97$. In $0.10$ T, taking a $g$-factor of 2, $h=1.16\times10^{-5}$ eV, so $h/\tilde\Gamma=0.143$ and $1-0.143^2=0.980$, against $0.979$ from the computed phases. The computed Wilson ratio is $2.02$, one per cent above the frozen-charge value. The excess is numerical: the exact solution for infinitely wide bands gives a ratio of $1.999$, with $\tilde\Gamma=7.98\times10^{-5}$ eV and $T_K=0.73$ K, so the half-width used here is about 2 per cent too large.

\textbf{The real device.} Equal coupling is the assumption most easily broken, because tunnel rates depend exponentially on the donor's position. At $n_d=1$, a width ratio of 2 gives $8/9=0.89$ and a ratio of 10 gives $40/121=0.33$. Temperature comes next: $2e^2/h$ requires $T\ll T_K$, and liquid helium at about 4 K is already above the single-level $T_K$. Silicon also has several valleys. A donor's lowest orbital is separated from the next by roughly $0.010$ eV, four times $\Delta$, which supports a single-level model without making it accurate. For an excited orbital of equal width, reached at $U/2+0.010$ eV, lowest order suggests an added phase of size $0.0025/0.025=0.10$ rad. A renormalization-group calculation with both orbitals in the same channel, and the same repulsion $U$ between all electrons, gives about $0.04$ rad, so the transmission stays above $0.99$. The Kondo temperature is much more sensitive: in that calculation it roughly doubles, to about $1.5$ K. A real donor has a threefold and a twofold excited level; a threefold level of this width and splitting, coupled to the same channel, raises $T_K$ about tenfold, to roughly 7 K. How these orbitals actually couple to the valleys of the leads lies outside the model, so the single-level $T_K$ can be off by an order of magnitude for a real donor. For a lead Fermi energy of roughly $0.05$ eV, the neglected charge displaced in the leads is at most of order $\Delta/(\pi E_F)=0.016$ electrons per spin. Narrowing the half-bandwidth from $0.60$ to $0.05$ eV also lowers the temperature at which the conductance reaches half of $2e^2/h$, by roughly 4 to 10 per cent. The value $77.5\ \mu$S is thus the limit of the model, not a prediction for a given transistor.

Equation (\ref{main}) itself fails in a magnetic field, because $n_\sigma\neq n_d/2$; Lemma 3 still holds for each spin separately. A field much larger than $\tilde\Gamma$ polarizes the level, both phases move towards multiples of $\pi$, and transmission falls although $n_d$ is still one. The fall is slow: here $n_\uparrow\approx0.90$ and $G\approx0.10$ of $2e^2/h$ at $h=10\tilde\Gamma$ (7 T), and $G\approx0.05$ at $h=30\tilde\Gamma$ (21 T). The numerical output below lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough, donor in a short silicon channel)
Coulomb energy U                 0.0300 eV
level energy                     -0.0150 eV
bare half-width                  0.0025 eV
each full lead width             0.0025 eV
half-bandwidth in NRG            0.60 eV
SYMMETRIC LEVEL (NRG)
occupation, both spins           1.0000
phase shift / pi, per spin       0.5000
conductance                      1.0000 x 2e^2/h
conductance quantum 2e^2/h       77.481 uS
conductance                      77.48 uS
resonance half-width             8.114e-05 eV
Kondo scale, from half-width     6.372e-05 eV
Kondo scale, analytic            6.270e-05 eV
Kondo temperature                0.739 K
cotunnelling, unscreened spin    0.0833 x 2e^2/h
OTHER LEVEL POSITIONS (NRG)
detuned level energy             -0.0060 eV
  occupation, ground state       0.8291
  occupation, from phases        0.8293
  conductance                    0.9298 x 2e^2/h
mixed-valence level energy       0.0000 eV
  occupation, ground state       0.4448
  occupation, from phases        0.4460
  conductance                    0.4156 x 2e^2/h
SECOND-ORDER TEST (energies in bare half-widths)
U and level energy               3.0, -0.5
occupation per spin, integral    0.3636
occupation per spin, phase       0.3636
Luttinger integral / pi          8.8e-06
same with absolute integrand     0.0521
CORRECTIONS AND NEGLECTED EFFECTS
temperature                      0.050 K
  conductance, integral          0.9737 x 2e^2/h
  conductance, leading formula   0.9722 x 2e^2/h
magnetic field                   0.10 T
  Zeeman energy                  1.158e-05 eV
  spin-up, spin-down occupation  0.5459, 0.4541
  same from phases               0.5459, 0.4541
  Wilson ratio                   2.022
  conductance, NRG phases        0.9793 x 2e^2/h
  conductance, leading formula   0.9796 x 2e^2/h
lead width ratio                 2.0
  conductance at n_d = 1         0.8889 x 2e^2/h
valley-orbit splitting (rough)   0.010 eV
  splitting / bare half-width    4.0
  extra phase per orbital, size  0.100 rad
lead Fermi energy (rough)        0.050 eV
  lead charge term, size         0.0159
\end{verbatim}
